Restricted open-shell Kohn-Sham equations for an excited singlet, part 2

Restricted open-shell Kohn-Sham (ROKS) seeks the energy, in hartree (Eh), of an excited singlet S with singly occupied orbitals a and b. Real orthonormal orbitals φ_p form shells X, ordered closed c, open a and b, virtual v, with occupations n_X = 2, 1, 1, 0 and projectors P_X. Determinant M has a in spin α and b in β, triplet T both in α; ζ = ρ_α − ρ_β. Exact in Hartree-Fock (HF), assumed for density functionals, is

E_S = 2E_M − E_T.   (4)

In HF,

E_M − E_T = K_ab,   E_S − E_T = 2K_ab ≥ 0,   (6)

J_pq = (pp|qq) and K_pq = (pq|pq); (pq|rs) is the Coulomb integral of φ_pφ_q with φ_rφ_s. h is the one-electron operator, J[P] and K[P] the Coulomb and exchange matrices, c_x the exact-exchange fraction, E_xc the semilocal functional. The spin Fock matrices F_M^σ, F_T^σ of M, T give

F_c = 2(F_M^α + F_M^β) − (F_T^α + F_T^β)
F_a = 2F_M^α − F_T^α
F_b = 2F_M^β − F_T^α
F_v = 0.   (8)

or, in HF with total-density J and K_X = K[P_X],

F_c = 2(h + J) − 2K_c − K_a − K_b
F_a = h + J − K_c − K_a + K_b
F_b = h + J − K_c − K_b + K_a.   (9)

Rotations φ'_q = Σ_p φ_p (e^κ)_pq, κ antisymmetric, have gradient (q in X, p in Y)

g_pq = ∂E_S/∂κ_pq = 2⟨p|F_X − F_Y|q⟩.   (10)

ROKS requires

⟨v|F_c|c⟩ = 0,  ⟨v|F_a|a⟩ = 0,  ⟨v|F_b|b⟩ = 0,
⟨a|F_c − F_a|c⟩ = 0,  ⟨b|F_c − F_b|c⟩ = 0,  ⟨b|F_a − F_b|a⟩ = 0,   (11)

The orbitals solve

R C = O C e   (15)

with overlap O, coefficients C and e_p = ε_p + s_X(p), ε_p = ⟨p|D|p⟩. R has blocks P_X(D + s_X)P_X within shells and R_pq = λ_XY g_pq/2 between them; s_X = s·(0, 1, 2, 3). Two choices of D differ by

(F_a + F_b)/2 − F_c/2 = ½(F_T^β − F_T^α),   (16)

The independent-particle estimate F_X ≈ n_X D gives default λ_cv = ½, others 1, λ_ab undetermined.

7. The rotation between the open orbitals

From (8), F_T^α cancels in the ab block:

F_a − F_b = 2(F_M^α − F_M^β),   (17)

so λ_ab = ±½ puts ±(F_M^α − F_M^β) in that block. Take κ_ba = θ = −κ_ab, so that

a' = a cos θ + b sin θ,   b' = −a sin θ + b cos θ.

P_a + P_b is invariant, so E_T and the total density do not change. Only the exchange and the spin-dependent correlation of M respond. The spin density of M becomes, on squaring and subtracting,

ζ_M(θ) = cos 2θ (φ_a² − φ_b²) + 2 sin 2θ φ_aφ_b.

In HF the dependence on θ can be found in closed form. The spatial function of the singlet pair is S = (ab + ba)/√2, with the first factor for electron 1. Multiplying out,

a'b' + b'a' = (cos²θ − sin²θ)(ab + ba) + 2 sin θ cos θ (bb − aa),

so

S(θ) = cos 2θ S + sin 2θ Δ,   Δ = (bb − aa)/√2.   (18)

The rotation mixes in Δ, an equal-weight combination of the configuration aa, which is of ground-state type, and the doubly excited configuration bb. Fold the closed shells into h̃ = h + J[2P_c] − K[P_c] and drop their constant energy. The matrix elements between products are ⟨ab|Ĥ|ab⟩ = h̃_aa + h̃_bb + J_ab, ⟨ab|Ĥ|ba⟩ = ⟨aa|Ĥ|bb⟩ = K_ab, ⟨aa|Ĥ|aa⟩ = 2h̃_aa + J_aa, ⟨ab|Ĥ|bb⟩ = h̃_ab + (ab|bb) and ⟨ab|Ĥ|aa⟩ = h̃_ab + (aa|ab); one-electron terms multiplied by ⟨a|b⟩ = 0 have dropped out. Then

E_S = h̃_aa + h̃_bb + J_ab + K_ab
E_Δ = h̃_aa + h̃_bb + ½(J_aa + J_bb) − K_ab
H_SΔ = ½·2[h̃_ab + (ab|bb)] − ½·2[h̃_ab + (aa|ab)] = (ab|bb) − (aa|ab),

where the factor ½ comes from the two normalizations and the factor 2 from ab and ba contributing equally. From (18), E(θ) = E_S cos²2θ + E_Δ sin²2θ + 2H_SΔ sin 2θ cos 2θ, or

E(θ) = ½(E_S + E_Δ) + ½(E_S − E_Δ) cos 4θ + H_SΔ sin 4θ.   (19)

Differentiating at θ = 0,

E'(0) = 4[(ab|bb) − (aa|ab)]
E''(0) = 8(E_Δ − E_S) = 8[½(J_aa + J_bb) − J_ab − 2K_ab].   (20)

The slope agrees with (10): (9) gives F_a − F_b = 2(K_b − K_a), ⟨b|K_b|a⟩ = (ab|bb), ⟨b|K_a|a⟩ = (aa|ab), and g_ba = 2·2[(ab|bb) − (aa|ab)].

The curvature has a simple reading. At θ = π/4, φ_a'φ_b' = ½(φ_b² − φ_a²), whose Coulomb self-energy is K' = ¼(J_aa + J_bb − 2J_ab) ≥ 0. Thus E''(0) = 16(K' − K_ab). Since E_T is fixed and E − E_T = 2K_a'b' at every angle by (6), minimizing along θ means making the exchange integral of the two open orbitals as small as possible. If a and b occupy different regions, φ_a² − φ_b² is large and φ_aφ_b is small, K' > K_ab and θ = 0 has positive curvature. If φ_a² and φ_b² nearly coincide while φ_aφ_b is large, as for the π and π* orbitals of a symmetric double bond, then K_ab > K' and the curvature is negative. When in addition E'(0) = 0, which symmetry enforces for such a bond, H_SΔ = 0, (19) is a pure cos 4θ and the minimum is at θ = π/4, where the orbitals localize on the two centres. That minimum lies at E_T + 2K', just above the triplet when K' is small. It is the function Δ, the covalent singlet with one electron on each centre, and not the singly excited singlet. It mixes aa and bb with the same relative sign as the ground state but with equal weights. At a normal bond length it overlaps the ground state strongly and lies well above it: in the two-electron, two-orbital CI of ethylene (STO-3G, HF ground-state orbitals) its weight in the ground state is 0.74 and it lies 4.96 eV higher. As the bond is stretched it becomes the ground state: for H2 in STO-3G the weight is 0.61 at 0.74 Å and 1.00 at 3.5 Å.

The function (19) has period π/2, with one maximum and one minimum per period. For any functional the period holds, because θ = π/2 exchanges a and b up to a sign, which amounts to exchanging the spin labels in M. If a and b belong to different one-dimensional irreducible representations, some symmetry operation gives them opposite signs and maps θ to −θ, so E(θ) = E(−θ) and θ = 0 is stationary. Combining the two properties, E(π/4 + x) = E(−π/4 − x) = E(π/4 − x), so θ = π/4 is stationary too. If a and b have the same symmetry, the last condition of (11) is a real constraint, (ab|bb) = (aa|ab) in HF, and nothing in the equations keeps S orthogonal to the ground state.

The ROKS equations thus fix a stationary point of E_S, which may be a saddle. In HF, when the orbitals keep the point-group symmetry, E_S is an upper bound to the lowest exact singlet of the symmetry of φ_aφ_b; with a density functional there is no such bound.

8. Convergence and the sign of λ_ab

Let φ_p be a solution, chosen as eigenvectors of R with eigenvalues e_p in shell order, so that δ_pq = e_p − e_q > 0 for p in a higher shell than q. Let the current orbitals differ by a small κ with elements between shells only, collected in a vector. To first order the gradient is g = Hκ, with H the symmetric matrix of second derivatives of E_S. The gradient (10) refers to further rotations from the current orbitals and not to changes of κ itself; the two differ through e^(κ+η) = e^κ e^(η − ½[κ,η] + ...), a correction of order κ multiplying a gradient of order κ, which is dropped.

In the current basis R consists of diag(e), changes of order κ inside the shells, and the elements λg/2 between shells. First-order perturbation theory gives the new vector φ_q + Σ_p φ_p R_pq/(e_q − e_p). The in-shell changes rotate within shells, which leaves the projectors alone, and alter δ at order κ, which affects the step at order κ². The step between shells is η_pq = −λ g_pq/(2δ_pq), and

κ' = κ + η = (1 − mH)κ + O(κ²),   m = diag(λ/2δ).   (21)

Plain iteration converges locally if every eigenvalue μ of mH satisfies |1 − μ| < 1 and diverges from a general start if one has |1 − μ| > 1. The default λ is a good step length in the independent-particle estimate: rotating q and p by an angle t changes the energy by (n_X − n_Y)(ε_p − ε_q) sin²t, so H = 2(n_X − n_Y)(ε_p − ε_q), and without shift μ = λH/(2δ) = 1, a Newton step. A shift enlarges δ and shortens the step.

At a solution with point-group symmetry, H connects only rotations whose product φ_pφ_q has the same symmetry, and m is diagonal, so (21) splits into symmetry classes. What follows holds within one class.

Case 1, all λ > 0. Then m^(1/2) is real, and m^(−1/2)(mH)m^(1/2) = m^(1/2) H m^(1/2) is symmetric and has the eigenvalues μ. By Sylvester's law of inertia it has as many negative eigenvalues as H. If H is positive definite, all μ are positive and a large shift brings them below 2. If H has a negative eigenvalue, some μ < 0 and 1 − μ > 1 for every shift: the iteration leaves the saddle.

Case 2, H_θθ < 0, the block A of the other rotations positive definite, λ_ab < 0 and the other λ positive. Put θ first and let u be the column of H that couples θ to the rest. Write m = |m|Z with Z = diag(−1, 1, ..., 1). ZH has first row (−H_θθ, −u^T) and remaining rows (u, A), so u cancels in its symmetric part, which is diag(−H_θθ, A) and positive definite, with smallest eigenvalue σ_0 > 0. The matrix N = |m|^(1/2) ZH |m|^(1/2) is similar to mH. For a normalized eigenvector x, μ = x†Nx; the real antisymmetric part of N contributes a purely imaginary number, so

Re μ = x† |m|^(1/2) diag(−H_θθ, A) |m|^(1/2) x ≥ σ_0 min|m| > 0.

The condition |1 − μ| < 1 is |μ|² < 2 Re μ on squaring. Since |μ| ≤ ‖H‖ max|m|, it suffices that ‖H‖² (max|m|)² < 2σ_0 min|m|. For large s all elements of |m| fall as 1/s, the left side as 1/s² and the right side as 1/s, so a large enough shift converges. The sign of λ_ab decides whether plain iteration is drawn to a minimum or a maximum along θ, and it should match the sign of H_θθ. The argument fails if A has a negative eigenvalue.

The coupling u has a special structure for closed-virtual rotations, which leave φ_a and φ_b unchanged. The exact-exchange part of g_ba is c_x times the slope in (20) and contains only a and b, so it gives no coupling. The semilocal part is 2∫(δE_xc/δζ)(∂ζ_M/∂θ). E_xc is even in ζ, so δE_xc/δζ is odd in ζ and vanishes at ζ = 0 for every ρ; its response to a change of the closed-shell density is of first order in ζ_M = φ_a² − φ_b².

9. Example: formaldehyde, n → π*

The geometry is rounded from the equilibrium region: C=O 1.21 Å, C–H 1.10 Å, angle HCH 116°. The basis is 6-31G, 22 functions. With the molecule in the yz plane, a = n has symmetry b2, b = π* has b1, and the state is ¹A2. Equation (15) was iterated from ground-state orbitals with D = F_c/2, the default λ, λ_ab = +½ and s = 0.3 Eh. Convergence was accelerated by Pulay extrapolation (DIIS): the last few R matrices, expressed in a fixed basis, are combined with weights that sum to one and minimize the norm of the combined gradient. Iteration stopped at max|g| < 10⁻⁷ Eh. Six decimals are kept in total energies only so that differences can be formed; the basis and grid do not support that accuracy in an absolute sense.

Hartree-Fock. The ground state has E_0 = −113.807921 Eh and the coupling-operator solution has E_S = −113.705167 Eh, a difference of 0.102754 Eh or 2.80 eV. Two electrons in one b2 and one b1 orbital form a single ¹A2 configuration, which is S, so a complete-active-space calculation with two electrons in these two orbitals, restricted to ¹A2, optimizes the same energy by a different algorithm; it gives −113.7051671 Eh, equal to the coupling-operator value in the seventh decimal. The integrals over the converged orbitals are J_aa = 0.73217, J_bb = 0.52606, J_ab = 0.38742 and K_ab = 0.00594 Eh. Then

2K' = ½(0.73217 + 0.52606) − 0.38742 = 0.62912 − 0.38742 = 0.24170 Eh
2K_ab = 0.01188 Eh
E''(0) = 8(0.24170 − 0.01188) = 1.839 Eh.

The in-plane n and out-of-plane π* orbitals have a small exchange integral, and θ = 0 is a minimum along θ.

PBE0. Here c_x = 0.25, and the semilocal terms were integrated on atom-centred grids with 30 radial and up to 110 angular points, 9840 points in all. The ground state has E_0 = −114.326341 Eh. Evaluating (4) on ground-state orbitals gives −114.165552 Eh, or 4.38 eV above E_0, with a largest gradient element of 0.204 Eh. After 13 iterations,

E_M = −114.200841 Eh,   E_T = −114.207184 Eh
E_M − E_T = 0.006343 Eh
E_S = E_M + (E_M − E_T) = −114.19450 Eh
E_S − E_0 = 0.131844 Eh = 3.59 eV.

Orbital relaxation lowers E_S by 114.194497 − 114.165552 = 0.028945 Eh, which takes the excitation energy from 4.375 to 3.588 eV, a change of 0.79 eV or 18 percent of the frozen-orbital value. The unpurified determinant lies at 3.415 eV, so purification adds 3.588 − 3.415 = 0.173 eV, half of E_S − E_T = 0.345 eV. This last number uses orbitals optimized for the singlet and is smaller than the splitting with a triplet relaxed by minimization, whose energy can only be lower. The measured vertical excitation is roughly 4 eV; a split-valence basis without polarization or diffuse functions does not allow a finer comparison. In 6-31+G* the ROKS excitation is 3.69 eV, the frozen-orbital value 4.53 eV and E_S − E_T 0.320 eV, so these numbers move by 0.10, 0.15 and 0.025 eV with the basis. A grid of 60 radial and up to 302 angular points leaves 3.588 and 0.345 eV unchanged.

Neither determinant is stationary at the solution. Along the unit vector in κ that points in the direction of steepest ascent of E_M, central differences with step 5×10⁻⁴ give dE_M = 0.021456 Eh and dE_T = 0.042911 Eh per radian. The second is twice the first, and 2dE_M − dE_T is of order 10⁻⁸ Eh, zero at the precision of the differences and of the convergence threshold.

A second solution was run with D = (F_a + F_b)/2, all λ multiplied by 0.7 and s = 0.4 Eh. It took 16 iterations and gave the same E_S = −114.194497 Eh. The unshifted eigenvalues (ε_a, ε_b) moved from (−0.2599, −0.0707) to (−0.1469, +0.0194) Eh, upward by 0.1130 and 0.0901 Eh, which are the diagonal elements of the operator (16). The differences ε_b − ε_a are 0.1892 and 0.1663 Eh, and neither is the excitation energy 0.1318 Eh.

The curvature along θ, from a second difference of E_S with step 0.01 rad, is +0.542 Eh. The same second difference applied to the exact-exchange energy alone gives 0.264 Eh, so the semilocal functional contributes the other 0.278 Eh. The exact-exchange part is well below a quarter of the HF value, 0.46 Eh, because the PBE0 orbitals differ from the HF ones. In 6-31+G* the curvature is 0.527 Eh. The θ rotation belongs to the a2 class, which holds 15 rotations in 6-31G; the Hessian of this class is positive definite, with lowest eigenvalue +0.106 Eh, so case 1 applies and λ_ab = +½ is the matching choice. Rotations of b1 and b2 symmetry were not examined, so the solution is not known to be a minimum in those directions.

10. Example: ethylene, π → π*

The geometry is C=C 1.34 Å, C–H 1.09 Å, angle HCH 117°, the basis STO-3G, the functional PBE0, and the grid has 30 radial and up to 86 angular points per atom, 12840 points in all. The solution was converged to max|g| < 10⁻⁸ Eh with λ_ab = −½, s = 0.3 Eh and DIIS:

E_0 = −77.527900 Eh,   E_S = −77.175921 Eh,   E_S − E_0 = 0.351979 Eh = 9.58 eV.

The measured band lies at roughly 8 eV; a minimal basis serves here only to display the structure of the equations.

With z along C=C and x normal to the plane, a = π is b3u, b = π* is b2g, and the θ rotation has symmetry b1u. The 14 basis functions span 4 ag, 4 b1u, 2 b2u, 2 b3g, 1 b3u and 1 b2g. The closed shells take 3 ag, 2 b1u, 1 b2u, 1 b3g, and the virtual ones 1 ag, 2 b1u, 1 b2u, 1 b3g. Pairs with product b1u are ag with b1u, b2u with b3g and b3u with b2g. The closed-virtual count is 3·2 + 2·1 + 1 + 1 = 10; a and b have no partner other than each other, so the class holds 11 rotations. H was obtained from central differences of the gradient (10) with step 10⁻³.

H_θθ = −1.3205 Eh, and the lowest eigenvalue of the remaining 10×10 block is +2.9112 Eh, so the conditions of case 2 hold. The digits belong to this grid: with 60 radial and up to 302 angular points H_θθ moves by about 0.001 Eh and E_0 by 6×10⁻⁴ Eh, while the excitation energy stays at 9.58 eV. The lowest eigenvalue of the full H is also −1.3205 Eh to the digits given: θ is almost uncoupled from the other rotations. All of these are closed-virtual, so by part 8 the exact-exchange coupling is absent and the semilocal coupling is of first order in φ_a² − φ_b²; the eigenvalue shift is quadratic in u. The norm of u is 0.0152 Eh. The lowest eigenvalue λ of H satisfies λ = H_θθ − u^T(A − λ)^(−1)u with λ ≤ H_θθ, so the shift is at most 0.0152²/(2.9112 + 1.3205) = 5.5×10⁻⁵ Eh. A larger basis would add rotations of a and b into virtual orbitals, for which the argument does not apply.

With θ treated as uncoupled and the shifted gap δ_ba = 0.5701 Eh,

μ_θ = λ_ab H_θθ/(2δ_ba) = (±0.5)(−1.3205)/1.1402 = ∓0.5791.

For λ_ab = +½, diagonalizing the full mH gives a lowest Re μ of −0.5791 and a spectral radius of 1 − mH equal to 1.5791. For λ_ab = −½, θ shrinks by the factor 1 − 0.5791 = 0.4209 per step; the lowest Re μ is 0.4350, which therefore belongs to the closed-virtual block, and the spectral radius is 1 − 0.4350 = 0.5650. Six plain iterations, without DIIS, were started from θ = 2×10⁻⁴ with random closed-virtual components, each typically a tenth of that. The length of κ, read from the off-diagonal blocks of the projectors, changed by the factor 0.0082 for λ_ab = −½ and 14.879 for λ_ab = +½, and six applications of 1 − mH to the same vector give 0.0082 and 14.879. The growth is below 1.5791⁶ = 15.50 because only the θ component grows while the starting length includes the other components. The decay lies between 0.4209⁶ = 0.0056 and 0.5650⁶ = 0.033, since both kinds of component contribute. These statements concern plain iteration. DIIS seeks a zero of the gradient and is not governed by (21) alone.

Starting instead from θ = π/4 with λ_ab = +½, the equations converge to −77.344286 Eh, lower than the π → π* solution by 77.344286 − 77.175921 = 0.168365 Eh. If the HF form (19) held with frozen orbitals, the drop would be −H_θθ/8 = 0.1651 Eh, about 2 percent less than the computed drop; nearly all of the remainder is the departure of the semilocal energy from a pure cos 4θ, since rotating a and b by π/4 without any further relaxation already lowers E_S by 0.1683 Eh. The collapsed solution does not reach the ground state. It lies 5.00 eV above E_0, against 9.58 eV for the π → π* solution. In HF this follows from (18): the collapsed function is Δ, half ground configuration and half double excitation, at 2K' above the triplet. The PBE0 value likewise lies just above the π → π* triplet, which is 4.91 eV above E_0 with the orbitals of the π → π* solution and 4.90 eV when the restricted orbitals are relaxed for the triplet. An unconstrained minimization of E_S for this molecule leaves the π → π* solution, which is a saddle. The collapsed point satisfies all six conditions (11) at a lower energy and, by analogy with Δ in HF, corresponds to no singly excited singlet of the molecule; whether it is a minimum in all directions was not examined.
